# Crossing of Spin Levels 0 and −1 in an NV Centre

## Problem

A negatively charged nitrogen-vacancy (NV) centre has been made in diamond by implanting nitrogen-15 and annealing. Its electronic ground state has spin \(S=1\). At zero magnetic field the states with projection \(m=\pm1\) on the NV axis lie \(D=2870\) MHz (2.87 GHz) above the state with \(m=0\). A static field \(B\) is applied along the NV axis, which is taken as \(z\).

1. Find the field at which the levels \(m=0\) and \(m=-1\) cross. Use \(g=2.0028\), a rough typical value. Show that there is one such field for \(B>0\), and say which level is lowest on each side of it.
2. The field is tilted by a small angle \(\theta\) from the NV axis. Find the least gap between the two levels, to leading order in \(\theta\), and the field at which it occurs, to order \(\theta^2\).
3. Transverse strain adds \(E(S_x^2-S_y^2)+N(S_xS_z+S_zS_x)\) to the Hamiltonian. Treat the two terms separately, with the chosen values \(E=5\) MHz and \(N=1\) MHz. Which of them removes the crossing?
4. Include the nitrogen-15 nucleus, with spin \(I=1/2\), for an axial field and no strain. Rough typical constants are \(A_\parallel=3.03\) MHz, \(A_\perp=3.65\) MHz and \(\gamma_n=-4.316\) kHz/mT. Find the centre and the gap of the avoided crossing that results.
5. Compare these effects with a warming of 10 K, for which \(D\) changes by roughly \(-74\) kHz/K near room temperature. Does the crossing by itself polarize the spin at 300 K?

## Solution

### 1. The axial crossing

Energies are divided by Planck's constant \(h\) and given in MHz. Spin operators are dimensionless. The electron's magnetic moment is opposite to its spin, \(\boldsymbol\mu=-g\mu_B\mathbf S\), so the magnetic energy \(-\boldsymbol\mu\cdot\mathbf B\) is \(+g\mu_B BS_z\). With the energy of \(m=0\) at zero field as origin,

\[
\frac{H}{h}=DS_z^2+\gamma BS_z,\qquad \gamma=\frac{g\mu_B}{h}.
\]

This Hamiltonian contains no operator other than \(S_z\), so its eigenstates are the states of definite \(m\):

\[
E_0=0,\qquad E_{-1}=D-\gamma B,\qquad E_{+1}=D+\gamma B .
\]

Setting \(E_{-1}=E_0\) gives

\[
D-\gamma B_0=0\quad\Longrightarrow\quad B_0=\frac{D}{\gamma}.
\]

The difference \(E_{-1}-E_0\) is linear in \(B\) with slope \(-\gamma\), so it has one zero. Below \(B_0\) it is positive and \(m=0\) is lowest. Above \(B_0\) it is negative and \(m=-1\) is lowest. The level \(m=+1\) rises with the field and meets neither of the others for \(B>0\). Reversing the field exchanges the roles of \(m=+1\) and \(m=-1\).

For the number, \(\mu_B/h=13.99624\) MHz/mT, so

\[
\gamma=2.0028\times13.99624\ \text{MHz/mT}=28.0317\ \text{MHz/mT},
\]

\[
B_0=\frac{2870\ \text{MHz}}{28.0317\ \text{MHz/mT}}=102.38\ \text{mT},
\]

which is 1023.8 G. If \(D\) is known only as 2.87 GHz, the result should be read as 102.4 mT with an uncertainty of a few tenths of a millitesla at most: a change of 1 MHz in \(D\) moves the crossing by \(1/\gamma\), or 35.7 µT.

At 100 mT the level \(m=-1\) is still 66.8 MHz above \(m=0\). At 105 mT it is 73.3 MHz below. At the crossing itself the third level lies at \(D+\gamma B_0=2D=5740\) MHz. This distance is why the two crossing levels can be treated as a nearly isolated pair in what follows.

### 2. A tilted field

The levels cross because nothing in the axial Hamiltonian connects them. Suppose now that a perturbation gives a real matrix element \(w\) between \(m=0\) and \(m=-1\), and let \(\delta=E_{-1}-E_0\) be their separation without it. The pair is described by

\[
\begin{pmatrix}0&w\\ w&\delta\end{pmatrix},\qquad
\lambda_\pm=\frac{\delta}{2}\pm\sqrt{\frac{\delta^2}{4}+w^2},
\]

and the gap is

\[
\lambda_+-\lambda_-=\sqrt{\delta^2+4w^2}.
\]

If \(w\) is constant, the least gap is \(2|w|\), reached at \(\delta=0\).

Put the tilt in the \(xz\) plane. The Zeeman term becomes \(\gamma B(\cos\theta\,S_z+\sin\theta\,S_x)\). The matrix element of \(S_x=(S_++S_-)/2\) follows from the raising operator:

\[
S_+|{-1}\rangle=\sqrt{1\cdot2-(-1)\cdot0}\;|0\rangle=\sqrt2\,|0\rangle
\quad\Longrightarrow\quad
\langle0|S_x|{-1}\rangle=\frac1{\sqrt2}.
\]

Hence \(w=\gamma B\sin\theta/\sqrt2\). Near the crossing \(\gamma B\approx D\), and for small \(\theta\)

\[
\Delta_{\text{tilt}}=2w\approx\sqrt2\,D\,\theta ,
\]

with \(\theta>0\) in radians. Changing \(\theta\) to \(-\theta\) is equivalent to a half-turn about \(z\) and leaves the spectrum unchanged. The squared gap is therefore even in \(\theta\), and the first correction to this result is of relative order \(\theta^2\).

The field of least gap needs more care, because \(w\) grows with \(B\) and because the third level contributes at the same order. Write \(b=\gamma B\). The operator \(S_x\) also connects \(m=0\) to \(m=+1\), with the same element \(b\sin\theta/\sqrt2\). Since \(m=+1\) is about \(2D\) higher, second-order perturbation theory lowers \(m=0\) by

\[
\frac{(D\theta/\sqrt2)^2}{2D}=\frac{D\theta^2}{4}.
\]

The level \(m=-1\) receives no such shift, because \(S_x\) does not connect it to \(m=+1\). To order \(\theta^2\) the separation is then

\[
\delta=D-b\left(1-\frac{\theta^2}{2}\right)+\frac{D\theta^2}{4}.
\]

The squared gap is \(\delta^2+2b^2\theta^2\). Its derivative with respect to \(b\) must vanish. To the order needed, \(d\delta/db=-1\), so

\[
-2\delta+4b\theta^2=0\quad\Longrightarrow\quad\delta=2b\theta^2\approx2D\theta^2 .
\]

Inserting this in the expression for \(\delta\) gives

\[
b\left(1-\frac{\theta^2}{2}\right)=D\left(1+\frac{\theta^2}{4}-2\theta^2\right)
\quad\Longrightarrow\quad
B_{\text{tilt}}\approx B_0\left(1-\frac{5\theta^2}{4}\right).
\]

The least gap was also found by diagonalizing the full three-level matrix and minimizing the gap numerically over \(B\):

- For \(\theta=0.1^\circ\), it is 7.08 MHz at 102.38 mT; the leading formula gives 7.08 MHz.
- For \(\theta=1^\circ\), it is 70.83 MHz at 102.35 mT; the formula gives 70.84 MHz.
- For \(\theta=5^\circ\), it is 352.91 MHz at 101.41 mT; the formula gives 354.20 MHz.

At \(5^\circ\) the leading formula is thus too large by about 0.4% of the numerical gap. The field has moved down by about 1 mT, as the \(\theta^2\) result predicts: \(\tfrac54\theta^2\) is 0.0095 there, and \(0.0095\times102.38\) mT is 0.97 mT.

A tilt therefore changes the character of the crossing long before it changes its position appreciably. At \(1^\circ\) the minimum has moved by only about 0.04 mT, but the levels no longer come closer than about 71 MHz.

### 3. Strain

**The term in \(E\).** From \(S_x=(S_++S_-)/2\) and \(S_y=(S_+-S_-)/2i\),

\[
S_x^2-S_y^2=\frac{S_+^2+S_-^2}{2}.
\]

This operator changes \(m\) by two. It leaves \(m=0\) alone and connects \(m=-1\) to \(m=+1\). Since \(S_+^2|{-1}\rangle=\sqrt2\,\sqrt2\,|{+1}\rangle=2|{+1}\rangle\), the matrix element is \(E\). The outer pair has diagonal energies \(D\pm\gamma B\), so its levels are

\[
D\pm\sqrt{(\gamma B)^2+E^2}.
\]

The lower of these reaches zero when \((\gamma B)^2+E^2=D^2\). For \(|E|<D\) the crossing survives, at

\[
B_E=\frac{\sqrt{D^2-E^2}}{\gamma}\approx B_0-\frac{E^2}{2D\gamma}.
\]

With \(E=5\) MHz the shift is \(-0.16\) µT, which is negligible here. The state that crosses \(m=0\) now contains a small admixture of \(m=+1\).

**The term in \(N\).** Here \(S_z|{-1}\rangle=-|{-1}\rangle\) and \(\langle0|S_z=0\), so

\[
\langle0|S_xS_z+S_zS_x|{-1}\rangle=-\frac1{\sqrt2}+0 .
\]

The coupling is \(w=-N/\sqrt2\), and the crossing is replaced by a gap

\[
\Delta_N\approx\sqrt2\,|N|=1.41\ \text{MHz}.
\]

This is the strain term that removes the crossing. What matters is which states a perturbation connects: \(E\) is five times larger than \(N\) in this example, yet it opens no gap between these two levels.

If a tilt in the \(xz\) plane is present as well, the matrix elements add before the gap is formed:

\[
w=\frac{\gamma B\sin\theta-N}{\sqrt2}.
\]

Within the two-level description a small tilt with \(\sin\theta\approx N/D\) can therefore cancel the effect of this strain term. The gaps themselves must not be added.

### 4. The nitrogen-15 nucleus

The Hamiltonian gains the terms

\[
A_\parallel S_zI_z+A_\perp(S_xI_x+S_yI_y)-\gamma_nBI_z .
\]

The transverse part can be written

\[
A_\perp(S_xI_x+S_yI_y)=\frac{A_\perp}{2}(S_+I_-+S_-I_+).
\]

Each product raises one spin and lowers the other, so the total projection \(S_z+I_z\) is conserved. Label states by \((m,m_I)\). Two states have total projection \(-\tfrac12\), namely \((0,-\tfrac12)\) and \((-1,+\tfrac12)\), and they form a closed pair. Their coupling comes from

\[
S_-I_+\,|0,-\tfrac12\rangle=\sqrt2\,|{-1},+\tfrac12\rangle
\quad\Longrightarrow\quad w=\frac{A_\perp}{\sqrt2}.
\]

Their diagonal energies are

\[
E_{0,-1/2}=+\frac{\gamma_nB}{2},\qquad
E_{-1,+1/2}=D-\gamma B-\frac{A_\parallel}{2}-\frac{\gamma_nB}{2}.
\]

The difference is

\[
\delta=D-\frac{A_\parallel}{2}-(\gamma+\gamma_n)B .
\]

Since \(w\) does not depend on \(B\), the least gap occurs at \(\delta=0\):

\[
B_{\text{hf}}=\frac{D-A_\parallel/2}{\gamma+\gamma_n},\qquad
\Delta_{\text{hf}}=\sqrt2\,|A_\perp| .
\]

For this Hamiltonian no approximation has been made, because the pair is closed. The numbers are

\[
B_{\text{hf}}=102.35\ \text{mT},\qquad \Delta_{\text{hf}}=1.414\times3.65\ \text{MHz}=5.16\ \text{MHz}.
\]

The centre lies 38.3 µT below \(B_0\). Two contributions of opposite sign make up this shift. The term \(-A_\parallel/(2\gamma)\) gives about \(-54\) µT, and the negative \(\gamma_n\) gives back about 16 µT.

The state \((-1,-\tfrac12)\) is the only one with total projection \(-\tfrac32\). Where it meets a level of another total projection, this Hamiltonian opens no gap. Near \(B_0\) the single electronic crossing is thus replaced by three true crossings and one avoided crossing. The level \((-1,-\tfrac12)\) crosses the upper branch of the pair at 102.35 mT, less than 1 µT from the centre, and crosses the level that is mostly \((0,+\tfrac12)\) at 102.42 mT; that level in turn crosses the upper branch at 102.87 mT. These crossings are exact only while \(S_z+I_z\) is conserved, that is for an axial field and no transverse strain; \(E=5\) MHz, for example, opens a gap of a few kilohertz at the one near 102.42 mT. At the centre of the avoided one, the two eigenstates are equal mixtures of \((0,-\tfrac12)\) and \((-1,+\tfrac12)\), so electron and nucleus can exchange spin there.

### 5. Sizes, temperature and the real centre

A warming of 10 K changes \(D\) by \(-0.74\) MHz. The crossing moves by

\[
\frac{-0.74\ \text{MHz}}{28.0317\ \text{MHz/mT}}=-26.4\ \text{µT},
\]

which is comparable with the hyperfine shift. It opens no gap, since it alters only the value of \(D\).

The tilt and hyperfine gaps are equal when \(\sqrt2D\theta=\sqrt2A_\perp\), that is at

\[
\theta=\frac{A_\perp}{D}=\frac{3.65}{2870}\ \text{rad}=0.073^\circ .
\]

For the hyperfine coupling, and not the tilt, to set the gap of the avoided crossing, the tilt must be well below this angle. Even then the tilt has an effect, because it opens the true crossings. At the centre of the avoided crossing \((-1,-\tfrac12)\) is almost degenerate with the upper branch, and a tilt splits the two by about \(D\theta\), or 0.5 MHz at \(0.01^\circ\). The field of least gap is far less sensitive: a tilt of \(1^\circ\) moves it by only about 0.04 mT, although the minimum is then much broader.

The crossing does not by itself polarize the spin at room temperature. At \(B_0\) the whole ground-state triplet spans \(2D\), and at 300 K

\[
\frac{2hD}{kT}=9.18\times10^{-4}.
\]

The Boltzmann populations of the three levels then differ by less than about one part in a thousand. Exchanging the order of two almost equally populated levels has little effect on them. A polarization prepared by other means, such as optical pumping into \(m=0\), is needed for the mixing near the crossing to have a clear effect.

For a real implanted centre, the values of \(D\), \(g\) and the nitrogen-15 constants used here are typical, though rough. The strain values are chosen for illustration; the strain at a real centre has to be measured. The gap is very sensitive to alignment: for the electron levels taken alone, a small tilt opens about 71 MHz per degree. At tilts near one degree, hyperfine coupling alters this gap by a few megahertz. Axial strain changes \(D\) and moves the crossing by 35.7 µT per MHz. Replacing \(g\) by the free-electron value would move it only from 102.38 to 102.41 mT. In an ensemble with NV axes along several crystal directions, a field aligned with one axis is strongly tilted from the others, and the small-angle results above do not apply to those.

Numerical values quoted here were computed with a short program.
